\section*{Fractional Josephson Effect and Parity Relaxation Between Topological Superconducting Wires}

\section{Definitions and conventions}

Two long superconducting wires meet at $x=0$. Each has one spinless conduction channel with odd (p-wave) pairing, the low-energy description of a topological wire. The left wire has superconducting phase $0$ and the right wire has phase $\varphi$; both have gap $\Delta$, Fermi wave number $k_F$ and Fermi velocity $v$. A scatterer at $x=0$ has normal-state transmission probability $T$, with $0<T<1$ unless stated otherwise. The elementary charge is $e>0$, the temperature is $\theta$, and energies are measured from the Fermi level.

The mean-field Hamiltonian is a sum over positive Bogoliubov--de Gennes (BdG) energies,
\begin{equation}
H=\sum_{E_j>0}E_j\left(n_j-\tfrac12\right),\qquad n_j=0,1.
\label{manybody}
\end{equation}
A constant independent of $\varphi$ is dropped. Four assumptions enter: $\Delta\ll\hbar v k_F$; the junction is short compared with $\xi=\hbar v/\Delta$; its scattering matrix is independent of energy over the scale $\Delta$; and the normal Hamiltonian is real. The phase is imposed from outside, and the far ends of the wires are first taken to infinity.

``Parity'' below means the occupation $n$ of the fermion mode at the junction, not the parity of the whole device. The claim concerns two situations. At fixed $n$ the current has period $4\pi$ in $\varphi$. When $n$ equilibrates at each phase, the current has period $2\pi$.

\section{The bound state}

\subsection{Decaying solutions}

Write the electron component as $u_+e^{ik_Fx}+u_-e^{-ik_Fx}$, and the hole component likewise with $v_\pm$. The envelopes vary slowly because $\Delta\ll\hbar vk_F$. Odd pairing has opposite signs at $\pm k_F$, so in a wire of phase $\chi$
\begin{equation}
\mp i\hbar v\,\partial_xu_\pm\pm\Delta e^{i\chi}v_\pm=Eu_\pm .
\label{branches}
\end{equation}
For $|E|<\Delta$ set $E=\Delta\cos\alpha$ with $0<\alpha<\pi$. A bound state decays as $e^{-\kappa|x|}$, where $\hbar v\kappa=\sqrt{\Delta^2-E^2}=\Delta\sin\alpha$.

On the right, $\partial_x\to-\kappa$. The upper sign of (\ref{branches}) gives $i\sin\alpha\,u_++e^{i\varphi}v_+=\cos\alpha\,u_+$, and the lower sign gives $-i\sin\alpha\,u_--e^{i\varphi}v_-=\cos\alpha\,u_-$. On the left, $\partial_x\to+\kappa$ and $\chi=0$. Solving each equation for $v/u$,
\begin{equation}
\begin{aligned}
\frac{v_{R+}}{u_{R+}}&=e^{-i\varphi-i\alpha}, &
\frac{v_{R-}}{u_{R-}}&=-e^{-i\varphi+i\alpha},\\
\frac{v_{L+}}{u_{L+}}&=e^{i\alpha}, &
\frac{v_{L-}}{u_{L-}}&=-e^{-i\alpha}.
\end{aligned}
\label{ratios}
\end{equation}

\subsection{Matching at the scatterer}

The waves moving towards the scatterer are $L+$ and $R-$. For electrons,
\begin{equation}
\begin{pmatrix}u_{L-}\\u_{R+}\end{pmatrix}
=\begin{pmatrix}r&t'\\t&r'\end{pmatrix}
\begin{pmatrix}u_{L+}\\u_{R-}\end{pmatrix}.
\label{smatrix}
\end{equation}
With a real normal Hamiltonian $h$, the electron part obeys $hu=Eu$ and the hole part $hv=-Ev$ at the scatterer. Since the matching does not depend on energy, $v$ obeys (\ref{smatrix}) with the same matrix.

Abbreviate $a=u_{L+}$, $b=u_{R-}$ and $z=e^{2i\alpha}$. Inserting (\ref{ratios}) in the two hole equations gives
\begin{align}
-e^{-i\alpha}u_{L-}&=re^{i\alpha}a-t'e^{-i\varphi+i\alpha}b,\\
e^{-i\varphi-i\alpha}u_{R+}&=te^{i\alpha}a-r'e^{-i\varphi+i\alpha}b.
\end{align}
Multiply the first by $-e^{i\alpha}$ and the second by $e^{i\varphi+i\alpha}$:
\begin{equation}
u_{L-}=-rza+t'ze^{-i\varphi}b,\qquad
u_{R+}=tze^{i\varphi}a-r'zb.
\end{equation}
Subtracting these from the electron equations (\ref{smatrix}) leaves
\begin{align}
r(1+z)a+t'(1-ze^{-i\varphi})b&=0,\label{lin1}\\
t(1-ze^{i\varphi})a+r'(1+z)b&=0.\label{lin2}
\end{align}
A nonzero solution requires a vanishing determinant,
\begin{equation}
rr'(1+z)^2=tt'(1-ze^{i\varphi})(1-ze^{-i\varphi}).
\label{det}
\end{equation}
Orthogonality of the columns of the unitary matrix, $r^*t'+t^*r'=0$, gives $r'=-r^*t'/t^*$. Hence $rr'=-|r|^2t'/t^*=-tt'(1-T)/T$. Substitute this in (\ref{det}) and divide by $tt'z$. With
\begin{equation}
\frac{(1+z)^2}{z}=4\cos^2\alpha,\qquad
\frac{1-2z\cos\varphi+z^2}{z}=4\cos^2\alpha-4\cos^2\frac{\varphi}{2},
\end{equation}
the condition becomes $-(1-T)\cos^2\alpha=T\cos^2\alpha-T\cos^2(\varphi/2)$, or
\begin{equation}
E^2=\Delta^2T\cos^2\frac{\varphi}{2}.
\label{square}
\end{equation}

\subsection{Why the levels cross}

Equation (\ref{square}) does not say whether the levels touch and turn back at $\varphi=\pi$ or pass through each other. The eigenvectors decide. From (\ref{lin1}), using $1+z=2\cos\alpha\,e^{i\alpha}$ and $1-ze^{-i\varphi}=-2i\sin(\alpha-\varphi/2)e^{i(\alpha-\varphi/2)}$,
\begin{equation}
\frac ba=\frac{r\,e^{i\varphi/2}}{it'}\,
\frac{\cos\alpha}{\sin(\alpha-\varphi/2)}.
\label{vector}
\end{equation}
Put $\varphi=\pi+\delta$ and label the two signed branches by $\cos\alpha=\sigma\sqrt T\cos(\varphi/2)$, $\sigma=\pm1$. For small $\delta$, $\cos\alpha\simeq-\sigma\sqrt T\,\delta/2$ and $\alpha\simeq\pi/2+\sigma\sqrt T\,\delta/2$, so
\begin{equation}
\frac{\cos\alpha}{\sin(\alpha-\varphi/2)}\longrightarrow
\frac{\sigma\sqrt T}{1-\sigma\sqrt T}.
\end{equation}
This limit is the same from both sides of $\varphi=\pi$, but differs between $\sigma=+1$ and $\sigma=-1$. Each eigenvector therefore continues along its signed branch, through zero energy. At $T=1$ the two directions of motion decouple and the crossing is immediate.

The BdG equations double the degrees of freedom: the solution at $-E$ is the Hermitian conjugate of the operator at $E$. The two branches describe one fermion mode,
\begin{equation}
H_J=\varepsilon(\varphi)\left(n-\tfrac12\right),\qquad
\varepsilon(\varphi)=\Delta\sqrt T\cos\frac{\varphi}{2}.
\label{mode}
\end{equation}
An advance of $\varphi$ by $2\pi$ restores the Hamiltonian but reverses $\varepsilon$: the state that was lower in energy has become the upper one. A second advance brings it back.

A lattice BdG chain, diagonalized without the linearization, tests these statements. With $\xi=50$ sites, $T=0.3$, $0.6$, $0.9$ and $\varphi=0.5$, $4.0$ rad, the largest deviation of $|E|$ from (\ref{square}) was $0.0007\Delta$. With $\xi=10$ sites and $T=0.6$, one eigenvector followed by overlap through $4\pi$ stayed within $0.0011\Delta$ of the signed curve; the least overlap between successive steps was $0.993$.

\section{Current at fixed parity}

An applied voltage $V$ obeys $\dot\varphi=2eV/\hbar$, and the power supplied is $IV=(\partial E/\partial\varphi)\dot\varphi$ at fixed occupation. Thus $I=(2e/\hbar)\,\partial E/\partial\varphi$. States above the gap must be counted too. Their density of states follows from their scattering matrix $S$ as $(2\pi i)^{-1}\partial_E\ln\det S$. Apart from factors independent of the phase, $\det S=D^*/D$, where $D$ is the determinant of (\ref{lin1}) and (\ref{lin2}) continued to $|E|>\Delta$. With such factors removed,
\begin{equation}
D(E)=\cos^2\alpha-T\cos^2\frac\varphi2=\frac{E^2-\varepsilon^2}{\Delta^2}.
\end{equation}
The phase-dependent part of the density of states is $-\pi^{-1}\,\mathrm{Im}\,\partial_E\ln D(E+i0)$. For $|E|>\Delta$, $D$ is real and positive, so this part vanishes. In the short-junction limit the continuum carries no current, and (\ref{mode}) gives
\begin{equation}
I_n=(1-2n)I_0\sin\frac{\varphi}{2},\qquad
I_0=\frac{e\Delta\sqrt T}{2\hbar}.
\label{fixed}
\end{equation}
The factor $1/2$ in $I_0$ combines the $2$ of the Cooper-pair charge, the $1/2$ of the occupation term and the $1/2$ from differentiating $\cos(\varphi/2)$.

\section{Equilibrium and the return of period $2\pi$}

\subsection{Free energy}

Let a bath exchange single fermions with the junction mode. The states $n=0,1$ have energies $\mp\varepsilon/2$, so
\begin{equation}
Z=e^{\varepsilon/2k\theta}+e^{-\varepsilon/2k\theta},\qquad
F=-k\theta\ln\left(2\cosh\frac{\varepsilon}{2k\theta}\right).
\end{equation}
Differentiation gives $\partial F/\partial\varphi=-\tfrac12\tanh(\varepsilon/2k\theta)\,\varepsilon'$, with $\varepsilon'=-\tfrac12\Delta\sqrt T\sin(\varphi/2)$. Hence
\begin{equation}
I_{\rm eq}=\frac{2e}{\hbar}\frac{\partial F}{\partial\varphi}
=I_0\sin\frac\varphi2\,
\tanh\left[\frac{\Delta\sqrt T\cos(\varphi/2)}{2k\theta}\right].
\label{equilibrium}
\end{equation}
Under $\varphi\to\varphi+2\pi$ both factors change sign, and their product does not. The thermal average switches to whichever parity has become the lower one.

If a thermal environment supplies or absorbs the energy, the fermions may be exchanged with the far-end modes alone. These two Majorana modes form one fermion of zero energy. If the total parity is fixed, each $n$ is accompanied by one end-mode occupation of the required parity, at no energy cost. The relative weights of $n=0$ and $n=1$ are unchanged, and (\ref{equilibrium}) still holds, provided some process lets the two modes exchange parity.

For $k\theta\to0$ the current is $I_0\sin(\varphi/2)\,\mathrm{sgn}\cos(\varphi/2)$, which falls from $I_0$ to $-I_0$ at $\varphi=\pi$. For $2k\theta\gg\Delta\sqrt T$, expansion of the hyperbolic tangent gives
\begin{equation}
I_{\rm eq}\simeq\frac{e\Delta^2T}{8\hbar k\theta}\sin\varphi ,
\end{equation}
where $\Delta$ is the gap at that temperature. In this regime the relevant energy scale is $k\theta$ rather than $\Delta$: the scattering matrix must be independent of energy over $k\theta$, and the junction length must be small compared with $\hbar v/2\pi k\theta$, not merely with $\xi$. A longer junction carries less current than this form; an energy-dependent scatterer can lower or raise it, the latter when the transmission grows away from the Fermi level.

The lattice chain also gives the free energy of all its levels, continuum included. At $T=0.6$, $\xi=50$ sites, $\varphi=1.5$ and $4.0$ rad, and $k\theta=0.02\Delta$ and $0.3\Delta$, its phase derivative agreed with (\ref{equilibrium}) to within $0.0024\,e\Delta/\hbar$.

\subsection{Relaxation under a voltage}

Let $f=1/(e^{\varepsilon/k\theta}+1)$. Rates $\Gamma f$ for $0\to1$ and $\Gamma(1-f)$ for $1\to0$ satisfy detailed balance. The probability $p$ of $n=1$ obeys
\begin{equation}
\dot p=\Gamma f(1-p)-\Gamma(1-f)p=\Gamma(f-p).
\end{equation}
With $s=1-2p$ and $1-2f=\tanh(\varepsilon/2k\theta)$,
\begin{equation}
\dot s=-\Gamma\left[s-\tanh\frac{\varepsilon}{2k\theta}\right],\qquad
\langle I\rangle=I_0\,s\sin\frac\varphi2 .
\label{relax}
\end{equation}
At fixed phase, $s$ relaxes to the hyperbolic tangent and (\ref{equilibrium}) follows.

Under constant voltage, let $\tau=h/2eV$ be the time for an advance of $2\pi$. That advance exchanges the labels $n=0,1$ of the same physical system, so the total rate $\Gamma$ is unchanged while $\varepsilon$ reverses. Adding (\ref{relax}) at times $t$ and $t+\tau$ cancels the source:
\begin{equation}
A(t)=s(t)+s(t+\tau),\qquad \dot A=-\Gamma A,\qquad
A(t)=A(0)e^{-\int_0^t\Gamma\,dt'} .
\label{decay}
\end{equation}
Because $\sin(\varphi/2)$ reverses in the time $\tau$,
\begin{equation}
\langle I(t+\tau)\rangle-\langle I(t)\rangle=-I_0A(t)\sin\frac{\varphi(t)}{2}.
\end{equation}
The violation of $2\pi$ periodicity in the ensemble mean is a transient, however fast the drive.

Period $2\pi$ does not imply the equilibrium current. For constant $\Gamma$ and $\omega=2eV/\hbar$, the source contains harmonics $T_me^{im\omega t/2}$ with odd $m$, and the long-time solution has
\begin{equation}
s_m=\frac{\Gamma T_m}{\Gamma+im\omega/2},\qquad
|s_m|\le\frac{2\Gamma}{|m|\omega}|T_m| .
\label{fast}
\end{equation}
When $\omega\gg\Gamma$, the two parities are almost equally populated and their opposite currents nearly cancel.

\section{Finite junctions and finite wires}

\subsection{Junction length}

Insert a normal section of length $L$ with the scatterer at its centre. On the branch $R+$, $u\propto e^{iEx/\hbar v}$ and $v\propto e^{-iEx/\hbar v}$. Carrying the ratio (\ref{ratios}) from $x=L/2$ back to $x=0$ multiplies it by $e^{iEL/\hbar v}$. The other branches change in the corresponding way, so $\alpha$ is replaced by $\alpha-EL/\hbar v$ throughout:
\begin{equation}
\cos\left(\alpha-\frac{EL}{\hbar v}\right)=\sqrt T\cos\frac\varphi2 .
\label{long}
\end{equation}
Near zero energy $\alpha\simeq\pi/2-E/\Delta$, and $E\simeq\varepsilon/(1+L/\xi)$. The crossing survives, but its slope is reduced. The continuum argument above no longer applies, so (\ref{long}) alone does not give the total current.

\subsection{Coupling to the far ends}

In wires of finite length $W$, the far-end Majorana modes $\gamma_1,\gamma_4$ couple to the junction modes $\gamma_2,\gamma_3$. Take couplings $\mathcal a$ and $\mathcal b$ in
\begin{equation}
H=\frac i2\left(\varepsilon\gamma_2\gamma_3+\mathcal a\gamma_1\gamma_2+\mathcal b\gamma_3\gamma_4\right),\qquad\gamma_j^2=1.
\end{equation}
The first term anticommutes with the other two. The product of the operators $i\gamma_1\gamma_2$ and $i\gamma_3\gamma_4$ is, up to sign, the total parity. At fixed total parity they are equal up to a sign, and
\begin{equation}
H=\tfrac12\varepsilon\sigma_z+g\sigma_x,\qquad g=\tfrac12(\mathcal a\pm\mathcal b).
\end{equation}
The crossing opens by $2|g|$. If $g\ne0$, a sufficiently slow sweep follows the lower state and has period $2\pi$ even without a bath.

The size of $g$ follows from the envelopes. An end mode has amplitude $c$ on each branch, with $2c^2\int_0^\infty e^{-2x/\xi}dx=1$, so $c=\xi^{-1/2}$. For a first-order operator, the matrix element between two decaying modes is a boundary term, $\hbar vcc'e^{-W/\xi}$ per branch. Two branches in phase give at most $2\hbar v\xi^{-1}e^{-W/\xi}$. Spreading the inner mode over both wires does not raise this bound, because its amplitudes share one normalization. Therefore
\begin{equation}
|g|\le2\Delta e^{-W/\xi}.
\label{gbound}
\end{equation}

Near $\varphi=\pi$, $|\dot\varepsilon|=(\Delta\sqrt T/2)(2eV/\hbar)=eV\Delta\sqrt T/\hbar$. The Landau--Zener formula for a single passage gives the probability of leaving the $4\pi$ branch,
\begin{equation}
P=1-\exp\left(-\frac{2\pi g^2}{\hbar|\dot\varepsilon|}\right)
=1-\exp\left(-\frac{2\pi g^2}{eV\Delta\sqrt T}\right).
\label{lz}
\end{equation}

\section{A nanowire example}

Take $\Delta=0.1$ meV, $\hbar v=30$ meV\,nm, $k_F=0.03$ nm$^{-1}$, $T=0.6$, $L=40$ nm, $W=3000$ nm, $\theta=30$ mK, $V=1\ \mu$V and $1/\Gamma=1\ \mu$s. Then $\xi=30/0.1=300$ nm and $\Delta\sqrt T=100\times0.7746=77.5\ \mu$eV. Equation (\ref{fixed}) gives $I_0=9.43$ nA. This and the currents that follow are short-junction values, with $L$ neglected.

At $\varphi=120^\circ$, $\varepsilon=77.46\times0.5=38.7\ \mu$eV and the $n=0$ current is $9.427\times0.866=8.16$ nA. At $480^\circ$, one turn later, the same occupation carries $-8.16$ nA, while the equilibrium current is $+8.16$ nA at both phases. Since $k\theta=2.59\ \mu$eV, thermal rounding matters near the crossing: at $170^\circ$ the $n=0$ current is $9.39$ nA and the equilibrium current $8.11$ nA. The largest equilibrium current is $9.19$ nA, at $158^\circ$.

The bias gives $2eV/h=484$ MHz for period $2\pi$ and $242$ MHz for period $4\pi$, hence about $242$ cycles of $4\pi$ in the relaxation time $1/\Gamma$. By (\ref{decay}), $37\%$ of the $4\pi$ part of the mean remains after $1\ \mu$s and $0.7\%$ after $5\ \mu$s. Afterwards the factor $2\Gamma/\omega=1/(\pi\times484)\simeq7\times10^{-4}$ in (\ref{fast}) keeps the peak of the mean current far below that of the equilibrium curve.

The neglected junction length is visible. With $L/\xi=0.133$, equation (\ref{long}) lowers the level at $120^\circ$ from $38.7$ to $34.5\ \mu$eV, by $11\%$. A lattice chain of spacing $10$ nm with the same gap, velocity, $k_F$, $L$ and Fermi-level transmission gives $32.8\ \mu$eV, $15\%$ below the short-junction value. This value changes by less than $0.1\ \mu$eV at finer spacing, but it belongs to a repulsive one-site barrier. An attractive barrier of the same transmission gives $36.0\ \mu$eV, and at $L=0$ the two signs give $36.8$ and $40.6\ \mu$eV against $38.7$. With $\Delta/\hbar vk_F=0.11$, corrections to the linearized model thus shift the level by about $\pm5\%$, with a sign that depends on the scatterer and is not fixed by $T$. The currents of this junction also differ from the values quoted above. At the crossing the reduced slope alone turns $9.43$ nA into $9.43/1.133\simeq8.3$ nA. Away from it the continuum adds a $2\pi$-periodic part, about $-0.9$ nA at $120^\circ$ in the linearized model. It lowers the current on the lower branch and adds to the magnitude on the upper one, so the fixed-parity currents at $120^\circ$ and $480^\circ$ are no longer opposites: about $6.5$ nA and $-8.3$ nA.

The end-mode bound is $g=2\times100\,e^{-10}\ \mu\mathrm{eV}=9.1$ neV, and (\ref{lz}) gives a loss of at most $6.7\times10^{-6}$ per crossing. With $484$ crossings per microsecond, losses that add as probabilities reach about $0.3\%$. Coherent passages are less forgiving: the amplitude per crossing is $\sqrt{6.7\times10^{-6}}=2.6\times10^{-3}$, and $484$ amplitudes in phase would sum to about $1.3$, beyond the range of a small-loss estimate. At the bound, therefore, a $3\ \mu$m wire does not by itself guarantee a $4\pi$ signal for a whole microsecond. The bound on the coupling falls by a factor $e$ for each $300$ nm added to both wires.

At $\varphi=0$ the short-junction level lies $22.5\ \mu$eV below the continuum (the finite length places it lower), against $2eV=2\ \mu$eV. This separation favours slow following of the level, but excitation into the continuum was not calculated.

These parameters are rough values for a semiconductor nanowire with a superconducting shell in a magnetic field; a topological gap of $0.1$ meV is at the optimistic end. Halving it, with $\hbar v$, $T$, $W$ and $V$ fixed, halves $I_0$ to $4.7$ nA and doubles $\xi$ to $600$ nm. The bound on $g$ becomes $100e^{-5}\ \mu\mathrm{eV}=0.67\ \mu$eV, and the largest loss per crossing rises to about $7\%$. The assumption of distant ends is then no longer safe. A larger velocity lengthens $\xi$ in the same way. The values of $\hbar v$ and $k_F$ used here correspond to a parabolic mass $\hbar k_F/v=0.076\,m_e$, about three times that of InAs, so they presume a velocity reduced by spin-orbit coupling or by the shell. The relaxation rate $\Gamma$ is an input. At $\Delta=0.1$ meV the factor $e^{-\Delta/k\theta}=1.6\times10^{-17}$ makes thermal quasiparticles in the wires very rare, but it does not by itself set $\Gamma$. On the upper branch the occupied level can lose its fermion to the continuum by absorbing only $\Delta-|\varepsilon|$. For $n=1$ at $\varphi=0$ the short-junction level gives $e^{-(\Delta-|\varepsilon|)/k\theta}\simeq1.6\times10^{-4}$; the finite junction length lowers the level and reduces this factor. Nonequilibrium quasiparticles can also change the parity. Neither rate was calculated. Spin texture, disorder, charging energy and phase fluctuations are outside the model. A measured $4\pi$ component would not alone identify a topological junction, because an ordinary Andreev level with a small avoided crossing can also be swept through it by a Landau--Zener transition. That route gives a $4\pi$ component only if the level also stays detached from the continuum at $\varphi=2\pi$, which it does not in a short ordinary junction at zero magnetic field. In a spin-orbit-coupled wire in a Zeeman field, the level of a short junction can detach from the continuum even in the trivial phase, so this condition does not exclude the trivial route in the device considered here. The numerical output lists the full set of phases and deviations.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough typical values)
gap Delta = 0.100 meV, hbar*v = 30.0 meV nm
k_F = 0.030 1/nm, transmission T = 0.60
junction length = 40 nm, wire = 3000 nm
temperature = 30 mK, k*theta = 2.585 ueV
bias = 1.0 uV, parity life = 1.0 us
RESULTS
xi = 300 nm, Delta*sqrt(T) = 77.46 ueV
I0 = e*Delta*sqrt(T)/(2 hbar) = 9.427 nA
phi(deg)  eps(ueV)  I_n=0(nA)  I_n=1(nA)  I_eq(nA)
    60     67.082      4.714     -4.714      4.714
   120     38.730      8.164     -8.164      8.164
   170      6.751      9.391     -9.391      8.107
   180      0.000      9.427     -9.427      0.000
   190     -6.751      9.391     -9.391     -8.107
   240    -38.730      8.164     -8.164     -8.164
   420    -67.082     -4.714      4.714      4.714
   480    -38.730     -8.164      8.164      8.164
largest I_eq = 9.193 nA at phi = 158.0 deg
2 pi frequency 2eV/h = 483.6 MHz
4 pi frequency eV/h = 241.8 MHz
4 pi cycles per parity lifetime = 242
4 pi part left after 1 us = 0.3679
4 pi part left after 5 us = 0.0067
NEGLECTED EFFECTS
L/xi = 0.133, Delta/(hbar v k_F) = 0.111
level at 120 deg, short-junction formula = 38.73 ueV
level at 120 deg, finite-length formula = 34.46 ueV
level at 120 deg, lattice with curved band = 32.77 ueV
end-mode coupling bound g = 9.08 neV
Landau-Zener loss per crossing, at most = 6.69e-06
level to continuum at phi=0 = 22.54 ueV, drive quantum 2eV = 2.00 ueV
thermal factor exp(-Delta/k theta) = 1.6e-17
TEST DEVIATIONS
level, lattice vs formula = 0.0007 Delta
level with normal section of 0.4 xi = 0.0000 Delta
level tracked over 4 pi = 0.0011 Delta, least overlap = 0.993
equilibrium current = 0.0024 e*Delta/hbar
Landau-Zener probability = 0.0005
\end{verbatim}
